# Non-spherical LAPW sphere Hamiltonian from radial integrals and Gaunt coefficients: verification in Python

```python
# Result under test: inside an LAPW sphere the non-spherical Hamiltonian is
#   t[a l m, b l' m'] = sum_LM  I(a l, b l'; LM) * G(l m; L M; l' m')
#   I = int_0^R r^2 f_al V_LM f_bl' dr,  G = int Y*_lm Y_LM Y_l'm' dOmega,
# where f_0l = u_l, f_1l = udot_l (energy derivative), V = sum_LM V_LM(r) Y_LM.
# G needs m = M + m', |l-l'| <= L <= l+l', and l + L + l' even.
# The reference side integrates a Cartesian potential over the sphere in 3D.
# Hartree atomic units throughout.
import numpy as np
from math import factorial, sqrt, pi
from fractions import Fraction
from functools import lru_cache
from scipy.integrate import solve_ivp
from scipy.special import lpmv, spherical_jn
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R = 2.0                       # sphere radius, bohr
Z, SCREEN = 8.0, 0.7          # spherical potential -(Z/r) exp(-r/SCREEN)
ENERGY = 0.2                  # energy parameter for every l, Ha
V2, V3, V4 = 0.04, 0.20, 0.10  # non-spherical strengths, Ha
CELL = 5.0                    # simple cubic cell edge, bohr
LMAX, LPOT = 3, 8


def harmonic(l, m, cos_theta, phi):
    k = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, cos_theta)*np.exp(1j*k*phi)
    return y if m >= 0 else (-1)**k*np.conj(y)


@lru_cache(maxsize=None)
def three_j(a, b, c, ma, mb, mc):
    """Racah's finite sum, with exact rational arithmetic in the sum."""
    if ma + mb + mc or not abs(a - b) <= c <= a + b:
        return 0.0
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    f = factorial
    total = Fraction(0)
    for k in range(a + b - c + 1):
        args = (k, a + b - c - k, a - ma - k, b + mb - k,
                c - b + ma + k, c - a - mb + k)
        if min(args) >= 0:
            den = 1
            for n in args:
                den *= f(n)
            total += Fraction((-1)**k, den)
    num = f(a + b - c)*f(a - b + c)*f(-a + b + c)
    for j, m in ((a, ma), (b, mb), (c, mc)):
        num *= f(j + m)*f(j - m)
    sign = -1 if (a - b - mc) % 2 else 1
    return sign*sqrt(num/f(a + b + c + 1))*float(total)


def gaunt(l, m, L, M, lp, mp):
    sign = -1 if m % 2 else 1
    return (sign*sqrt((2*l + 1)*(2*L + 1)*(2*lp + 1)/(4*pi))
            * three_j(l, L, lp, 0, 0, 0)*three_j(l, L, lp, -m, M, mp))


def radial_grid(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*R*(x + 1), 0.5*R*w


def radial_pair(l, energy, r, w):
    """u and udot on the grid; values and slopes at the sphere boundary."""
    def rhs(s, y):
        k = 2*(-Z/s*np.exp(-s/SCREEN) - energy)
        c = 2*(l + 1)/s
        return [y[1], k*y[0] - c*y[1], y[3], k*y[2] - 2*y[0] - c*y[3]]
    s0 = 1e-5
    start = [1 - Z*s0/(l + 1), -Z/(l + 1), 0.0, -2*s0/(2*l + 3)]
    sol = solve_ivp(rhs, (s0, R), start, method="DOP853", rtol=1e-11,
                    atol=1e-13, max_step=0.02, t_eval=np.append(r, R))
    assert sol.success
    y = sol.y
    f = np.array([r**l*y[0, :-1], r**l*y[2, :-1]])
    edge = np.array([[R**l*y[0, -1], R**l*y[2, -1]],
                     [R**l*(y[1, -1] + l/R*y[0, -1]),
                      R**l*(y[3, -1] + l/R*y[2, -1])]])
    norm = sqrt(np.sum(w*r**2*f[0]**2))
    f, edge = f/norm, edge/norm
    overlap = np.sum(w*r**2*f[0]*f[1])
    f[1] -= overlap*f[0]
    edge[:, 1] -= overlap*edge[:, 0]
    return f, edge


# ---- angular grid and brute-force Gaunt integrals
xg, wg = np.polynomial.legendre.leggauss(16)
phi_1d = 2*pi*np.arange(24)/24
ct = np.repeat(xg, 24)
ph = np.tile(phi_1d, 16)
wa = np.repeat(wg, 24)*2*pi/24
st = np.sqrt(1 - ct**2)
unit = np.array([st*np.cos(ph), st*np.sin(ph), ct])
lm = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]
LM = [(L, M) for L in range(LPOT + 1) for M in range(-L, L + 1)]
Y = np.array([harmonic(l, m, ct, ph) for l, m in lm])
YP = np.array([harmonic(L, M, ct, ph) for L, M in LM])
pair = (Y.conj()[:, None, :]*Y[None, :, :]*wa).reshape(len(lm)**2, -1)
G_quad = (pair @ YP.T).reshape(len(lm), len(lm), len(LM))

gaunt_error, n_allowed, n_accidental = 0.0, 0, 0
block_max = {}
for i, (l, m) in enumerate(lm):
    for j, (lp, mp) in enumerate(lm):
        for k, (L, M) in enumerate(LM):
            g = G_quad[i, j, k]
            gaunt_error = max(gaunt_error, abs(g - gaunt(l, m, L, M, lp, mp)))
            triangle_parity = abs(l-lp) <= L <= l+lp and (l+L+lp) % 2 == 0
            if triangle_parity and m == M + mp:
                n_allowed += 1
                n_accidental += abs(g) < 1e-11
            else:
                assert abs(g) < 1e-11
            block_max[l, L, lp] = max(block_max.get((l, L, lp), 0), abs(g))
assert gaunt_error < 1e-11
for (l, L, lp), size in block_max.items():
    rule = abs(l - lp) <= L <= l + lp and (l + L + lp) % 2 == 0
    assert (size > 1e-6) == rule
i32, k20 = lm.index((3, 2)), LM.index((2, 0))
assert abs(G_quad[i32, i32, k20]) < 1e-11

# ---- radial functions on two different grids
r1, w1 = radial_grid(40)      # for 3D reference integrals
r2, w2 = radial_grid(60)      # for the factorized formula
set1 = [radial_pair(l, ENERGY, r1, w1) for l in range(LMAX + 1)]
set2 = [radial_pair(l, ENERGY, r2, w2) for l in range(LMAX + 1)]
f1 = np.array([s[0] for s in set1])     # indices l, a, r
f2 = np.array([s[0] for s in set2])
edges = [s[1] for s in set2]
h = 1e-3
for l in range(LMAX + 1):
    up = radial_pair(l, ENERGY + h, r1, w1)[0][0]
    down = radial_pair(l, ENERGY - h, r1, w1)[0][0]
    fd = (up - down)/(2*h)
    assert np.max(abs(fd - f1[l, 1])) < 1e-4*max(1, np.max(abs(f1[l, 1])))
    e = edges[l]
    assert abs(R**2*(e[1, 0]*e[0, 1] - e[0, 0]*e[1, 1]) - 2) < 1e-7

# ---- potential: Cartesian definition and its harmonic components


def v_cartesian(x, y, z):
    rr = x*x + y*y + z*z
    return (V2*(3*z*z - rr)/(2*R**2) + V3*x*y*z/R**3
            + V4*(x**4 + y**4 + z**4 - 0.6*rr**2)/R**4)


c40 = V4*4*sqrt(pi)/15
c32 = -1j*V3*sqrt(2*pi/105)
coef = {(2, 0): V2*sqrt(4*pi/5), (3, 2): c32, (3, -2): np.conj(c32),
        (4, 0): c40, (4, 4): c40*sqrt(5/14), (4, -4): c40*sqrt(5/14)}
for radius in (R, 0.6*R):     # V_LM(r) = coef * (r/R)^L
    proj = (YP.conj()*wa) @ v_cartesian(*(radius*unit))
    for k, (L, M) in enumerate(LM):
        assert abs(proj[k] - coef.get((L, M), 0)*(radius/R)**L) < 1e-12

# ---- matrix in the basis (a, l, m): formula, resolved by L
basis = [(a, l, m) for a in (0, 1) for l, m in lm]
moment = {L: np.einsum("lan,pbn,n->lapb", f2, f2, w2*r2**2*(r2/R)**L)
          for L in (2, 3, 4)}
nb = len(basis)
t_L = {L: np.zeros((nb, nb), complex) for L in (2, 3, 4)}
allowed = np.zeros((nb, nb), bool)
for i, (a, l, m) in enumerate(basis):
    for j, (b, lp, mp) in enumerate(basis):
        for (L, M), c in coef.items():
            t_L[L][i, j] += (c*moment[L][l, a, lp, b]
                             * gaunt(l, m, L, M, lp, mp))
            if (m == M + mp and abs(l - lp) <= L <= l + lp
                    and (l + L + lp) % 2 == 0):
                allowed[i, j] = True
t = sum(t_L.values())

# ---- the same matrix by three-dimensional quadrature
chi = np.array([np.outer(f1[l, a], Y[lm.index((l, m))]).ravel()
                for a, l, m in basis])
points = unit[:, None, :]*r1[None, :, None]
wV = (np.outer(w1*r1**2, wa)*v_cartesian(*points)).ravel()
t_direct = (chi.conj()*wV) @ chi.T
matrix_error = np.max(abs(t - t_direct))
assert matrix_error < 1e-8
assert np.max(abs(t - t.conj().T)) < 1e-12
assert np.max(abs(t_direct[~allowed])) < 1e-12
ns = len(lm)
count_allowed = int(allowed[:ns, :ns].sum())
count_nonzero = int((abs(t_direct[:ns, :ns]) > 1e-10).sum())

# ---- d shifts in the u-u block
q2 = V2*moment[2][2, 0, 2, 0]
q4 = V4*moment[4][2, 0, 2, 0]
levels = {"z2": 2*q2/7 + 4*q4/35, "xz": q2/7 - 8*q4/105,
          "yz": q2/7 - 8*q4/105, "x2-y2": -2*q2/7 + 4*q4/35,
          "xy": -2*q2/7 - 8*q4/105}
ux, uy, uz = unit
shapes = {"z2": 3*uz**2 - 1, "xz": ux*uz, "yz": uy*uz,
          "x2-y2": ux**2 - uy**2, "xy": ux*uy}
for name, shape in shapes.items():
    density = np.outer(f1[2, 0]**2, shape**2/np.sum(wa*shape**2)).ravel()
    assert abs(np.sum(wV*density) - levels[name]) < 1e-8
dd = [i for i, (a, l, m) in enumerate(basis) if a == 0 and l == 2]
eig = np.linalg.eigvalsh(t_direct[np.ix_(dd, dd)])
assert np.max(abs(eig - np.sort(list(levels.values())))) < 1e-8
assert np.max(abs(t_L[3][np.ix_(dd, dd)])) < 1e-14

# ---- complete LAPW matrix element
k_frac = np.array([0.1, 0.2, 0.3])
K1 = 2*pi/CELL*(k_frac + np.array([1, 0, 0]))
K2 = 2*pi/CELL*(k_frac + np.array([0, 1, 0]))


def matching(K):
    size = np.linalg.norm(K)
    out = np.zeros(nb, complex)
    for i, (l, m) in enumerate(lm):
        rhs = [spherical_jn(l, size*R),
               size*spherical_jn(l, size*R, derivative=True)]
        yk = harmonic(l, m, K[2]/size, np.arctan2(K[1], K[0]))
        ab = np.linalg.solve(edges[l], rhs)
        out[[i, i + ns]] = 4*pi*1j**l*np.conj(yk)/sqrt(CELL**3)*ab
    wave = np.exp(1j*R*(K @ unit))/sqrt(CELL**3)
    value = (Y.conj()*wa) @ wave
    slope = (Y.conj()*wa) @ (1j*(K @ unit)*wave)
    for i, (l, m) in enumerate(lm):
        got = edges[l] @ out[[i, i + ns]]
        assert np.max(abs(got - [value[i], slope[i]])) < 1e-9
    return out


C1, C2 = matching(K1), matching(K2)
H_formula = C1.conj() @ t @ C2
H_direct = np.sum(wV*np.conj(C1 @ chi)*(C2 @ chi))
assert abs(H_formula - H_direct) < 1e-8
parts_L = {L: C1.conj() @ t_L[L] @ C2 for L in t_L}
U, D = slice(0, ns), slice(ns, nb)
part_uu = C1[U].conj() @ t[U, U] @ C2[U]
part_dd = C1[D].conj() @ t[D, D] @ C2[D]
part_mix = (C1[U].conj() @ t[U, D] @ C2[D]
            + C1[D].conj() @ t[D, U] @ C2[U])


def cplx(z, digits=5):
    return f"{z.real:+.{digits}f} {z.imag:+.{digits}f} i"


print(f"sphere radius R = {R} bohr; cubic cell edge = {CELL} bohr")
print(f"Z = {Z}; screening length a = {SCREEN} bohr; E_l = {ENERGY} Ha")
print(f"v2, v3, v4 = {V2}, {V3}, {V4} Ha; l_max = {LMAX}")
print(f"Gaunt test, l,l' <= {LMAX}, L <= {LPOT}: max error {gaunt_error:.1e}")
print(f"Gaunt entries allowed by all rules: {n_allowed}")
print(f"  of these accidentally zero: {n_accidental}")
for L in (2, 3, 4):
    pairs = [(l, lp) for l in range(4) for lp in range(l, 4)
             if block_max[l, L, lp] > 1e-6]
    print(f"L={L}: nonzero angular blocks (l,l'), l<=l': {pairs}")
for key, c in coef.items():
    print(f"V_LM(R) for (L,M)={key}: {cplx(complex(c), 6)} Ha")
print(f"u-u elements: total {ns**2}, allowed {count_allowed}, "
      f"nonzero {count_nonzero}")
for l in range(LMAX + 1):
    nd = np.sum(w2*r2**2*f2[l, 1]**2)
    print(f"l={l}: u(R) = {edges[l][0, 0]:.5f} bohr^-3/2, "
          f"<udot|udot> = {nd:.5f} Ha^-2")
for L in (2, 4):
    I = coef[L, 0]*moment[L][2]
    print(f"d-d radial integrals, L={L}, M=0: uu {I[0, 2, 0]:.6f} Ha, "
          f"u-udot {I[0, 2, 1]:.6f}, udot-udot {I[1, 2, 1]:.6f} Ha^-1")
for L in (2, 4):
    print(f"G(2m;{L}0;2m), m=0,1,2: "
          + ", ".join(f"{gaunt(2, m, L, 0, 2, m):.6f}" for m in range(3)))
print(f"G(22;44;2-2) = {gaunt(2, 2, 4, 4, 2, -2):.6f}")
print(f"d mean (r/R)^2 = {q2/V2:.6f}, mean (r/R)^4 = {q4/V4:.6f}")
print(f"q2 = {1000*q2:.4f} mHa, q4 = {1000*q4:.4f} mHa")
for name in ("z2", "xz", "x2-y2", "xy"):
    print(f"d shift {name}: {1000*levels[name]:+.4f} mHa")
spread = max(levels.values()) - min(levels.values())
print(f"d spread: {1000*spread:.4f} mHa = {spread*HARTREE_EV:.4f} eV")
ip, jd = basis.index((0, 1, 0)), basis.index((0, 2, -2))
print(f"G(10;32;2-2) = {gaunt(1, 0, 3, 2, 2, -2):.6f}")
print(f"p-d mean (r/R)^3: uu {moment[3][1, 0, 2, 0]:.6f}, u_p-udot_d "
      f"{moment[3][1, 0, 2, 1]:.6f} Ha^-1, udot_p-u_d "
      f"{moment[3][1, 1, 2, 0]:.6f} Ha^-1")
print(f"t_uu(10;2-2) = {cplx(1000*t[ip, jd])} mHa")
print(f"max |formula - 3D quadrature| in t: {matrix_error:.1e} a.u.")
print("K  =", np.round(K1, 5), "bohr^-1")
print("K' =", np.round(K2, 5), "bohr^-1")
for L, part in parts_L.items():
    print(f"H_NS(K,K') from L={L}: {cplx(1000*part)} mHa")
print(f"H_NS uu part: {cplx(1000*part_uu)} mHa")
print(f"H_NS u-udot and udot-u part: {cplx(1000*part_mix)} mHa")
print(f"H_NS udot-udot part: {cplx(1000*part_dd)} mHa")
print(f"H_NS(K,K') formula: {cplx(1000*H_formula)} mHa")
print(f"H_NS(K,K') 3D quadrature: {cplx(1000*H_direct)} mHa")
print(f"|H_NS(K,K')| = {1000*abs(H_formula):.5f} mHa "
      f"= {1000*abs(H_formula)*HARTREE_EV:.4f} meV")
print("verified")
```

Running it gives:

```
sphere radius R = 2.0 bohr; cubic cell edge = 5.0 bohr
Z = 8.0; screening length a = 0.7 bohr; E_l = 0.2 Ha
v2, v3, v4 = 0.04, 0.2, 0.1 Ha; l_max = 3
Gaunt test, l,l' <= 3, L <= 8: max error 1.1e-15
Gaunt entries allowed by all rules: 498
  of these accidentally zero: 6
L=2: nonzero angular blocks (l,l'), l<=l': [(0, 2), (1, 1), (1, 3), (2, 2), (3, 3)]
L=3: nonzero angular blocks (l,l'), l<=l': [(0, 3), (1, 2), (2, 3)]
L=4: nonzero angular blocks (l,l'), l<=l': [(1, 3), (2, 2), (3, 3)]
V_LM(R) for (L,M)=(2, 0): +0.063413 +0.000000 i Ha
V_LM(R) for (L,M)=(3, 2): +0.000000 -0.048924 i Ha
V_LM(R) for (L,M)=(3, -2): +0.000000 +0.048924 i Ha
V_LM(R) for (L,M)=(4, 0): +0.047265 +0.000000 i Ha
V_LM(R) for (L,M)=(4, 4): +0.028247 +0.000000 i Ha
V_LM(R) for (L,M)=(4, -4): +0.028247 +0.000000 i Ha
u-u elements: total 256, allowed 63, nonzero 59
l=0: u(R) = 0.68619 bohr^-3/2, <udot|udot> = 0.21507 Ha^-2
l=1: u(R) = -0.61458 bohr^-3/2, <udot|udot> = 0.58365 Ha^-2
l=2: u(R) = 0.79545 bohr^-3/2, <udot|udot> = 0.02982 Ha^-2
l=3: u(R) = 0.98971 bohr^-3/2, <udot|udot> = 0.00737 Ha^-2
d-d radial integrals, L=2, M=0: uu 0.045288 Ha, u-udot -0.002345, udot-udot 0.001048 Ha^-1
d-d radial integrals, L=4, M=0: uu 0.026276 Ha, u-udot -0.002219, udot-udot 0.000575 Ha^-1
G(2m;20;2m), m=0,1,2: 0.180224, 0.090112, -0.180224
G(2m;40;2m), m=0,1,2: 0.241796, -0.161197, 0.040299
G(22;44;2-2) = 0.337168
d mean (r/R)^2 = 0.714170, mean (r/R)^4 = 0.555914
q2 = 28.5668 mHa, q4 = 55.5914 mHa
d shift z2: +14.5152 mHa
d shift xz: -0.1546 mHa
d shift x2-y2: -1.8086 mHa
d shift xy: -12.3975 mHa
d spread: 26.9127 mHa = 0.7323 eV
G(10;32;2-2) = 0.184674
p-d mean (r/R)^3: uu -0.391799, u_p-udot_d 0.046817 Ha^-1, udot_p-u_d -0.352842 Ha^-1
t_uu(10;2-2) = +0.00000 +3.53994 i mHa
max |formula - 3D quadrature| in t: 8.2e-17 a.u.
K  = [1.3823  0.25133 0.37699] bohr^-1
K' = [0.12566 1.50796 0.37699] bohr^-1
H_NS(K,K') from L=2: +0.91431 -0.00000 i mHa
H_NS(K,K') from L=3: +0.00000 -0.01636 i mHa
H_NS(K,K') from L=4: -0.18040 +0.00000 i mHa
H_NS uu part: +0.40162 +0.00966 i mHa
H_NS u-udot and udot-u part: +0.36517 -0.02557 i mHa
H_NS udot-udot part: -0.03288 -0.00044 i mHa
H_NS(K,K') formula: +0.73390 -0.01636 i mHa
H_NS(K,K') 3D quadrature: +0.73390 -0.01636 i mHa
|H_NS(K,K')| = 0.73409 mHa = 19.9755 meV
verified
```
